# The Fröhlich constant of a carrier in a polar oxide

## Problem

A carrier of charge $\pm e$ moves in an isotropic, parabolic band of mass $m=0.3\,m_e$. The solid is a polar continuum with one dispersionless longitudinal optical (LO) phonon branch of energy $\hbar\omega=50$ meV. Its electronic dielectric constant is $\varepsilon_\infty=4$ and its static one is $\varepsilon_s=9$.

(a) Derive the dimensionless Fröhlich constant $\alpha$ from electrostatics.

(b) Evaluate it, and decide whether a quoted value of 1.26 is right to three figures.

(c) Find the energy shift, phonon number and mass of a slow carrier at weak coupling.

(d) Judge what these results say about an amorphous oxide film.

## Hints

1. The carrier's charge fixes the displacement field $D$. Find the energy released when the ions relax at fixed $D$.
2. A static charge shifts each phonon oscillator. Complete the square, and match the energy gained to the classical one.
3. Measure lengths in units of $r_p=\sqrt{\hbar/2m\omega}$, for which $\hbar^2/(2mr_p^2)=\hbar\omega$.
4. For (d), compare $\hbar$ divided by the scattering time with $\hbar\omega$.

## Solution

### (a) From ionic relaxation to $\alpha$

Let $w$ be the ionic displacement, $Z$ the polarization per unit displacement and $k_s$ the restoring constant per volume. The electrons follow instantly, so $D=\varepsilon_0\varepsilon_\infty E+Zw$, and the energy density is

$$u(w)=\frac{(D-Zw)^2}{2\varepsilon_0\varepsilon_\infty}+\frac{k_sw^2}{2}.$$

Setting $du/dw=0$ gives $k_sw=Z(D-Zw)/(\varepsilon_0\varepsilon_\infty)=ZE$. Then $D=(\varepsilon_0\varepsilon_\infty+Z^2/k_s)E$, so that $\varepsilon_s=\varepsilon_\infty+Z^2/(k_s\varepsilon_0)$. The minimum energy is

$$u_{\min}=\frac{\varepsilon_0\varepsilon_\infty E^2}{2}+\frac{Z^2E^2}{2k_s}=\frac{\varepsilon_0\varepsilon_sE^2}{2}=\frac{D^2}{2\varepsilon_0\varepsilon_s}.$$

Before relaxation $u(0)=D^2/(2\varepsilon_0\varepsilon_\infty)$. The energy released per volume is therefore

$$u(0)-u_{\min}=\frac{\kappa D^2}{2\varepsilon_0},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$

The electronic part of the screening is absent from this difference; it belongs to the rigid-lattice band.

Now treat the ions as quantum oscillators. For a charge distribution $e\rho(\mathbf r)$ with $\rho_q=\int\rho\,e^{i\mathbf q\cdot\mathbf r}d^3r$, each mode contributes

$$\hbar\omega\,a^\dagger a+V_q\rho_qa+V_q^*\rho_q^*a^\dagger
=\hbar\omega\,b^\dagger b-\frac{|V_q|^2|\rho_q|^2}{\hbar\omega},\qquad b=a+\frac{V_q^*\rho_q^*}{\hbar\omega}.$$

The shifted operator $b$ obeys the same commutation rule as $a$, so the lowest value of $b^\dagger b$ is zero. A fixed charge thus lowers the energy by $\sum_q|V_q|^2|\rho_q|^2/\hbar\omega$.

Classically, Gauss's law gives $|D_q|=e|\rho_q|/q$, and the released energy in a volume $\Omega$ is

$$\frac{\kappa}{2\varepsilon_0}\int D^2d^3r=\frac{\kappa}{2\varepsilon_0\Omega}\sum_q\frac{e^2|\rho_q|^2}{q^2}.$$

The two energies must agree for every charge distribution, and by isotropy $|V_q|$ depends on $q$ alone. Hence

$$|V_q|^2=\frac{e^2\kappa\hbar\omega}{2\varepsilon_0\Omega q^2}.$$

As a numerical check, take a Gaussian charge $\rho\propto e^{-r^2/2s^2}$ with $s=1$ nm. Integrating the released energy density $\kappa D^2/(2\varepsilon_0)$ in real space and summing over modes both give 56.4 meV.

The constant $\alpha$ is defined by writing the same coupling as

$$|V_q|^2=\frac{4\pi\alpha\,r_p(\hbar\omega)^2}{\Omega q^2}.$$

Equating the two forms gives

$$\alpha=\frac{1}{2\hbar\omega}\,\frac{e^2\kappa}{4\pi\varepsilon_0r_p}.$$

So $\alpha$ is half the lattice part of the Coulomb energy at distance $r_p$, in units of the phonon energy. Inserting $1/r_p=\sqrt{2m\omega/\hbar}$ and using $\sqrt{2m\omega/\hbar}/(2\hbar\omega)=\hbar^{-1}\sqrt{m/(2\hbar\omega)}$,

$$\boxed{\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{2\hbar\omega}}}$$

The coupling vanishes when $\varepsilon_s=\varepsilon_\infty$, since the ions then carry no polarization.

### (b) The number

The Rydberg energy is $\mathrm{Ry}=m_ee^4/[2(4\pi\varepsilon_0)^2\hbar^2]$, so the prefactor and root combine into

$$\alpha=\kappa\sqrt{\frac{\mathrm{Ry}}{\hbar\omega}\frac{m}{m_e}}.$$

With $\kappa=1/4-1/9=5/36=0.13889$,

$$\alpha=0.13889\sqrt{\frac{13.6057\times0.3}{0.050}}=0.13889\times9.0352=1.2549.$$

To three figures $\alpha=1.25$. The quoted 1.26 is 0.4 % above the calculated value and is not its correct rounding. The difference has no physical weight: raising $\varepsilon_\infty$ by 5 %, with the other inputs fixed, lowers $\alpha$ by 8.6 %, to 1.15.

### (c) A slow carrier

The length unit is $r_p=1.59$ nm. Let the carrier have wave vector $k$, and set $K=kr_p$, $x=qr_p$ and $\mu$ the cosine between $\mathbf k$ and $\mathbf q$. Emitting a virtual phonon costs

$$\hbar\omega+\frac{\hbar^2(\mathbf k-\mathbf q)^2}{2m}-\frac{\hbar^2k^2}{2m}=\hbar\omega\,(1+x^2-2Kx\mu).$$

Replace $\sum_q$ by $\Omega(2\pi)^{-3}\int2\pi q^2dq\,d\mu$. The factor $q^2$ cancels that in $|V_q|^2$, and second-order perturbation theory at zero temperature gives

$$\Delta E=-\frac{\alpha\hbar\omega}{\pi}\int_0^\infty dx\int_{-1}^{1}\frac{d\mu}{1+x^2-2Kx\mu}.$$

For small $K$, expand the integrand to second order in $2Kx\mu$. The linear term vanishes on integrating over $\mu$, and $\int_{-1}^1(2Kx\mu)^2d\mu=8K^2x^2/3$. Therefore

$$\Delta E=-\frac{\alpha\hbar\omega}{\pi}\left[2\int_0^\infty\frac{dx}{1+x^2}+\frac{8K^2}{3}\int_0^\infty\frac{x^2dx}{(1+x^2)^3}\right].$$

With $x=\tan\theta$ the integrals are $\pi/2$ and $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$. Since $\hbar\omega K^2=\hbar^2k^2/2m$, the total energy is

$$E(k)=-\alpha\hbar\omega+\left(1-\frac\alpha6\right)\frac{\hbar^2k^2}{2m}.$$

The shift is $-1.2549\times50$ meV $=-62.7$ meV. The mean phonon number follows from the squared first-order amplitudes at $K=0$:

$$N=\sum_q\frac{|V_q|^2}{(\hbar\omega)^2(1+x^2)^2}=\frac{2\alpha}{\pi}\int_0^\infty\frac{dx}{(1+x^2)^2}=\frac{2\alpha}{\pi}\,\frac{\pi}{4}=\frac\alpha2=0.63.$$

To first order in $\alpha$ the mass ratio may be written $1+\alpha/6=1.21$ or $1/(1-\alpha/6)=1.26$. These forms differ only in higher orders, so their gap suggests an uncertainty of several per cent, without bounding it. The coupling is intermediate, and the lowest order is an estimate.

### (d) What survives in an amorphous film

The inputs lie in the rough range of conduction electrons in indium-based amorphous oxides, with one phonon energy standing for several broadened polar branches. The neglected effects can be sized for these numbers.

**Atomic structure.** With a rough cation spacing $a=0.33$ nm, stop the integral at $x_c=\pi r_p/a$. The fraction of the shift retained is $(2/\pi)\arctan x_c=95.8$ %. The cut-off alone therefore costs little. This estimate keeps the band parabolic up to 11.5 eV, however, and a fraction $1-(2/\pi)\arctan\sqrt{10}\approx20$ % of the shift comes from intermediate states above 0.5 eV. A band that flattens at high energy raises the shift: for $E(1+cE)=\hbar^2k^2/2m$ with $c$ between 0.25 and 1 eV⁻¹ and the same cut-off, it is 103 to 114 % of the continuum value. The continuum shift is thus good to roughly ten per cent, not better.

**Temperature.** At 300 K the phonon occupation is $n=1/(e^{\hbar\omega/k_BT}-1)=0.169$. Emission is enhanced by $1+n$. Absorption at $k=0$ adds a shift proportional to the principal value of $\int_0^\infty dx/(x^2-1)$. The antiderivative $\tfrac12\ln|(x-1)/(x+1)|$ vanishes at both ends, and its contributions on the two sides of $x=1$ cancel, so this term is zero. The shift becomes $-(1+n)\alpha\hbar\omega=-73$ meV. Absorption also limits the lifetime $\tau$. At $k=0$ the golden rule gives

$$\frac{\hbar}{\tau}=2\pi n\,\frac{2\alpha\hbar\omega}{\pi}\int_0^\infty\delta(x^2-1)\,dx=2\alpha n\hbar\omega=21\ \text{meV},$$

because the delta integral equals $1/2$. This $\tau$ is a lifetime, not a momentum relaxation time. For small $k$ the final wave number $k'$ is much larger than $k$, and the factor $1/q^2$ weights the final directions by $1+2(k/k')\cos\theta$, where $\theta$ is the angle to $\mathbf k$. The mean of $k'\cos\theta$ is then $2k/3$: one absorption removes on average only a third of the small initial momentum. The value $e\tau/m\approx180$ cm²/Vs therefore sets only a scale for the phonon-limited mobility, which requires a transport calculation. The slow-carrier limit is itself restrictive at this temperature: a kinetic energy of $3k_BT/2=39$ meV corresponds to $K=0.88$, where the small-$K$ expansion of (c) is no longer accurate.

**Disorder.** The result of (c) assumes a carrier with a definite wave vector, which disorder can spoil. For a rough film mobility of 20 cm²/Vs, the Drude relation gives $\tau=m\mu_{\rm film}/e=3.4$ fs and $\hbar/\tau\approx190$ meV, nearly four times $\hbar\omega$. For non-degenerate carriers with the thermal speed $\sqrt{3k_BT/m}$, the mean free path is about 0.7 nm, shorter than $r_p$. Its product with their wave number is only 0.4, so the picture of free flight between collisions fails for them, and $\tau$ is a formal time that signals strong scattering. In a degenerate film the carriers at the Fermi level are faster and travel farther, but the same mobility and mass still give the same $\hbar/\tau$. At $10^{20}$ cm⁻³ the product of Fermi wave number and mean free path is 2.7, so the wave vector is then reasonably defined, but occupied states and screening, both absent from (c), enter. In either case $\tau$ is shorter than $1/\omega$: the carrier scatters before the lattice can respond, and the result of (c) does not apply as derived. The constant $\alpha$ still measures the coupling implied by the four inputs, but the shift and mass are only indicative, and this model cannot supply their correction. If trapping lowers the measured mobility, the mobile carriers scatter less often and 190 meV is an overestimate. If only about a quarter of the carriers were mobile at a time, $\hbar/\tau$ would be near $\hbar\omega$, and this estimate alone would not rule out the result of (c).

**Other carriers.** Displacing a carrier gas of density $N_c$ by $y$ creates a field $N_cey/(\varepsilon_0\varepsilon_\infty)$, so $m\ddot y=-N_ce^2y/(\varepsilon_0\varepsilon_\infty)$. This equation neglects scattering. Its frequency reaches $\omega$ at $N_c=\varepsilon_0\varepsilon_\infty m\omega^2/e^2=2.2\times10^{18}$ cm⁻³. Near and above this density, weakly scattered carriers respond as fast as the lattice, and the one-carrier coupling needs screening. Scattering as strong as that estimated above damps the motion and slows the response, so for such a film this density is only a rough scale.

## Variation 1: the transverse phonon energy is given

Suppose the data list the transverse optical (TO) energy, 33.3 meV, in place of the LO energy. What is $\alpha$?

A long transverse wave has no macroscopic field when retardation is neglected, so its restoring constant is $k_s$. For a longitudinal wave at $D=0$, the second derivative of $u$ is

$$k_s+\frac{Z^2}{\varepsilon_0\varepsilon_\infty}=k_s\left(1+\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}\right)=k_s\frac{\varepsilon_s}{\varepsilon_\infty}.$$

With the same inertia, $\omega_{LO}=\omega_{TO}\sqrt{\varepsilon_s/\varepsilon_\infty}=\tfrac32\omega_{TO}$. This restores 50 meV and $\alpha=1.25$. Inserting the TO energy directly would give 1.54, too large by the factor $\sqrt{3/2}$, because $\alpha\propto\omega^{-1/2}$.

## Variation 2: a heavy hole

Raise the mass to $3\,m_e$, a round value for a heavy valence band, and keep the other inputs fixed. Is the hole trapped?

Since $\alpha\propto\sqrt m$ and $r_p\propto1/\sqrt m$, a tenfold mass gives $\alpha=\sqrt{10}\times1.2549=3.97$ and $r_p=1.594/\sqrt{10}=0.50$ nm. The two first-order mass ratios are now $1+\alpha/6=1.66$ and $1/(1-\alpha/6)=2.95$. Their disagreement shows that the first-order mass is no longer usable; it does not by itself test the energy shift. The cut-off retains 86.9 % of the second-order shift, so the continuum is also less secure.

These numbers do not prove trapping. The Fröhlich model has no preferred position: moving the carrier and its polarization together costs no energy, and total momentum is conserved. Pinning the hole to a site requires something the model omits, such as atomic discreteness with short-range distortion, disorder or a defect. A large $\alpha$ shows that the lattice responds strongly; whether the hole is trapped must be settled by a calculation that includes those ingredients.

The main values are collected in the numerical output below.

## Values computed for the example and the checks

```
Band mass: 0.3 m_e
LO phonon energy: 50.0 meV
Electronic dielectric constant: 4.0 (no unit)
Static dielectric constant: 9.0 (no unit)
Rydberg energy: 13.6057 eV
Dielectric factor kappa: 0.138889 (no unit)
Root of Rydberg*mass/phonon energy: 9.0352 (no unit)
Frohlich constant alpha: 1.2549 (no unit)
Excess of quoted 1.26 over alpha: 0.41 %
TO phonon energy: 33.33 meV
Alpha if TO energy is misused: 1.537 (no unit)
Alpha with eps_inf 5 % larger: 1.147 (no unit)
Change of alpha for that: -8.6 %
Polaron radius: 1.594 nm
Gaussian test charge width: 1.0 nm
Relaxation energy, field integral: 56.418 meV
Relaxation energy, mode sum: 56.418 meV
Second-order shift: -62.74 meV
Mean phonon number: 0.6274 (no unit)
Kinetic energy loss, numerical: 0.2094 (no unit)
Kinetic energy loss, alpha/6: 0.2091 (no unit)
Mass ratio 1+alpha/6: 1.209 (no unit)
Mass ratio 1/(1-alpha/6): 1.264 (no unit)
Rough cation spacing: 0.33 nm
Shift retained with lattice cut-off: 95.8 %
Temperature: 300 K
Thermal energy: 25.85 meV
Phonon occupation: 0.1690 (no unit)
Shift at this temperature: -73.3 meV
Phonon absorption width: 21.2 meV
Slow-carrier phonon mobility: 182 cm2/Vs
Rough film mobility: 20 cm2/Vs
Drude scattering time of film: 3.41 fs
Disorder width of film: 193 meV
Thermal mean free path of film: 0.73 nm
Density with plasma = LO energy: 2.18e+18 cm^-3
Heavy-hole mass: 3.0 m_e
Heavy-hole alpha: 3.968 (no unit)
Heavy-hole polaron radius: 0.504 nm
Heavy-hole shift retained: 86.9 %
```
